# Biaxial moduli and out-of-plane strain of (001) and (111) cubic films: test program

```python
# Result under test: a cubic film with equal in-plane strain e and a free surface has
#   (001): M = (C11-C12)*B/C11,       e_perp/e = -2*C12/C11
#   (111): M = 6*C44*B/(B+4*C44),     e_perp/e = -2*(B-2*C44)/(B+4*C44)
# with B = C11+2*C12, M = in-plane stress / e, e_perp = strain along the normal.
# C11, C12, C44 are stiffness constants in GPa; lengths are in nm.
# Strain is relative to the free film lattice; tension and expansion are positive.
import itertools
import numpy as np
from scipy.constants import elementary_charge
from scipy.optimize import brentq, minimize

I3 = np.eye(3)


def unit(v):
    v = np.array(v, float)
    return v / np.linalg.norm(v)


N001, N111 = unit([0, 0, 1]), unit([1, 1, 1])
NORMALS = {"001": N001, "111": N111}


def formulas(c11, c12, c44):
    b = c11 + 2 * c12
    return {"001": ((c11 - c12) * b / c11, -2 * c12 / c11),
            "111": (6 * c44 * b / (b + 4 * c44),
                    -2 * (b - 2 * c44) / (b + 4 * c44))}


def stiffness_tensor(c11, c12, c44):
    c = c12 * np.einsum("ij,kl->ijkl", I3, I3)
    c += c44 * (np.einsum("ik,jl->ijkl", I3, I3)
                + np.einsum("il,jk->ijkl", I3, I3))
    for i in range(3):
        c[i, i, i, i] += c11 - c12 - 2 * c44
    return c


def relaxed_film(c, n, inplane):
    """Solve the three traction-free conditions, including possible shear."""
    matrix = np.einsum("ijkl,j,l->ik", c, n, n)
    load = np.einsum("ijkl,kl,j->i", c, inplane, n)
    a = -np.linalg.solve(matrix, load)
    strain = inplane + 0.5 * (np.outer(n, a) + np.outer(a, n))
    stress = np.einsum("ijkl,kl->ij", c, strain)
    shear = np.linalg.norm(a - n * (n @ a)) / 2
    return strain, stress, shear


# Closed formulas against direct solutions for random stable crystals.
rng = np.random.default_rng(4)
for _ in range(100):
    bulk3, c_prime2, c44_test = rng.uniform(20, 400, 3)
    c11_test = (bulk3 + 2 * c_prime2) / 3
    c12_test = (bulk3 - c_prime2) / 3
    c_test = stiffness_tensor(c11_test, c12_test, c44_test)
    direct = {}
    for name, n in NORMALS.items():
        plane = I3 - np.outer(n, n)
        strain, stress, shear = relaxed_film(c_test, n, plane)
        modulus, ratio = formulas(c11_test, c12_test, c44_test)[name]
        assert np.allclose(stress, modulus * plane, atol=1e-9)
        assert np.isclose(n @ strain @ n, ratio, atol=1e-11)
        assert shear < 1e-11
        assert np.isclose(0.5 * np.sum(stress * strain), modulus)
        direct[name] = (np.trace(stress) / 2, n @ strain @ n)
    stiffer_shear = 2 * c44_test > c11_test - c12_test
    assert (direct["111"][0] > direct["001"][0]) == stiffer_shear
    assert (direct["111"][1] > direct["001"][1]) == stiffer_shear

# Isotropic limit, with Young modulus and Poisson ratio from compliance.
normal_block = np.array([[130., 48., 48.], [48., 130., 48.], [48., 48., 130.]])
compliance = np.linalg.inv(normal_block)
young = 1 / compliance[0, 0]
poisson = -compliance[0, 1] / compliance[0, 0]
for modulus, ratio in formulas(130., 48., 41.).values():
    assert np.isclose(modulus, young / (1 - poisson))
    assert np.isclose(ratio, -2 * poisson / (1 - poisson))

# Rough room-temperature inputs for germanium on silicon.
a_si, a_ge = 0.543, 0.566
c11, c12, c44 = 130., 48., 67.
constants = (c11, c12, c44)
c_ge = stiffness_tensor(*constants)
misfit = a_si / a_ge - 1
film = formulas(*constants)
print(f"Input lattice parameters Si, Ge: {a_si:.3f}, {a_ge:.3f} nm")
print(f"Input Ge C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"B = C11+2*C12: {c11 + 2*c12:.0f} GPa")
print(f"Anisotropy 2*C44/(C11-C12): {2*c44/(c11-c12):.3f} (no unit)")
print(f"In-plane film strain: {100*misfit:.3f} %")

for name, n in NORMALS.items():
    modulus, ratio = film[name]
    e_perp = ratio * misfit
    plane = I3 - np.outer(n, n)
    strain, stress, _ = relaxed_film(c_ge, n, misfit * plane)
    deformation = I3 + strain
    miller = np.array([0, 0, 4]) if name == "001" else np.array([1, 1, 1])
    reciprocal = np.linalg.solve(deformation.T, miller / a_ge)
    spacing = 1 / np.linalg.norm(reciprocal)
    free_spacing = a_ge / np.linalg.norm(miller)
    assert np.isclose(spacing, free_spacing * (1 + e_perp))
    edge = deformation @ (a_ge / 2 * np.array([1, -1, 0]))
    assert np.isclose(np.linalg.norm(edge), a_si / np.sqrt(2))
    substrate_spacing = a_si / np.linalg.norm(miller)
    relative = spacing / substrate_spacing - 1
    assert np.isclose(relative, (1 + e_perp) / (1 + misfit) - 1)
    energy_density = 0.5 * np.sum(stress * strain)
    energy_atom = energy_density * 1e9 * (a_ge * 1e-9)**3 / 8
    label = "004" if name == "001" else "111"
    print(f"({name}) biaxial modulus: {modulus:.1f} GPa")
    print(f"({name}) e_perp/e: {ratio:.4f} (no unit)")
    print(f"({name}) out-of-plane strain: {100*e_perp:.3f} %")
    print(f"({name}) in-plane stress: {modulus*misfit:.2f} GPa")
    print(f"({name}) free and strained d{label}: {free_spacing:.4f}, {spacing:.4f} nm")
    print(f"({name}) spacing excess over Si: {100*relative:.2f} %")
    print(f"({name}) elastic energy: {1000*energy_atom/elementary_charge:.1f} meV/atom")
print(f"Modulus ratio M111/M001: {film['111'][0]/film['001'][0]:.3f} (no unit)")

# Effect of varying lattice inputs by 0.0005 nm and stiffnesses by 1 GPa.
ranges = {"001": [], "111": []}
misfit_range = []
for signs in itertools.product([-1, 1], repeat=5):
    varied_misfit = (a_si + .0005*signs[0]) / (a_ge + .0005*signs[1]) - 1
    varied_c = [v + s for v, s in zip(constants, signs[2:])]
    misfit_range.append(100 * varied_misfit)
    for name in ranges:
        ranges[name].append(100 * formulas(*varied_c)[name][1] * varied_misfit)
print(f"Misfit range from input rounding: {min(misfit_range):.2f} to {max(misfit_range):.2f} %")
for name, values in ranges.items():
    print(f"({name}) e_perp range from rounding: {min(values):.2f} to {max(values):.2f} %")

# Other normals need not have isotropic stress or zero shear.
n110 = unit([1, 1, 0])
_, stress110, _ = relaxed_film(c_ge, n110, I3 - np.outer(n110, n110))
along_cube = stress110[2, 2]
along_diagonal = unit([1, -1, 0]) @ stress110 @ unit([1, -1, 0])
assert abs(along_cube - along_diagonal) > 1
n112 = unit([1, 1, 2])
_, _, shear112 = relaxed_film(c_ge, n112, I3 - np.outer(n112, n112))
assert shear112 > 1e-3
print(f"(110) stress/e along [001], [1-10]: {along_cube:.1f}, {along_diagonal:.1f} GPa")
print(f"(112) magnitude of tensor shear/e: {shear112:.4f} (no unit)")


def cubic_energy(eta, third):
    """Third-order part of the energy; third = C111,C112,C123,C144,C155,C456."""
    x, y, z = np.diag(eta)
    p, q, r = 2 * eta[1, 2], 2 * eta[0, 2], 2 * eta[0, 1]
    c111, c112, c123, c144, c155, c456 = third
    return (c111 * (x**3 + y**3 + z**3) / 6
            + c112 * (x*x*(y+z) + y*y*(x+z) + z*z*(x+y)) / 2
            + c123*x*y*z + c144*(x*p*p + y*q*q + z*r*r) / 2
            + c155*(p*p*(y+z) + q*q*(x+z) + r*r*(x+y)) / 2
            + c456*p*q*r)


# All coefficients checked against the three isotropic cubic invariants.
v1, v2, v3 = 1.7, -0.8, 2.3
iso_third = (v1+6*v2+8*v3, v1+2*v2, v1, v2, v2+2*v3, v3)
for _ in range(10):
    eta = rng.normal(size=(3, 3))
    eta = (eta + eta.T) / 2
    tr = np.trace(eta)
    invariant = (v1*tr**3/6 + v2*tr*np.trace(eta@eta)
                 + 4*v3*np.trace(eta@eta@eta)/3)
    assert np.isclose(cubic_energy(eta, iso_third), invariant)


def finite_strain_film(n, e, third):
    """Minimize over all components of the deformed normal vector."""
    plane = I3 - np.outer(n, n)

    def energy(u):
        deformation = (1 + e) * plane + np.outer(n + abs(e)*u, n)
        eta = (deformation.T @ deformation - I3) / 2
        diagonal = np.diag(eta)
        quadratic = (c11*np.sum(diagonal**2)/2
                     + c12*(np.trace(eta)**2-np.sum(diagonal**2))/2
                     + 2*c44*(eta[0, 1]**2+eta[0, 2]**2+eta[1, 2]**2))
        return (quadratic + cubic_energy(eta, third)) / (c11*e*e)

    result = minimize(energy, [0.3, -0.2, 0.1], method="Nelder-Mead",
                      options={"xatol": 1e-6, "fatol": 1e-10,
                               "maxiter": 3000, "maxfev": 6000})
    assert result.success
    u = result.x
    assert np.linalg.norm(u - n*(n@u)) < 1e-3
    return np.linalg.norm(n + abs(e)*u) - 1


third_ge = (-700., -400., -20., -20., -300., -50.)
print("Rough Ge C111,C112,C123: " + ", ".join(f"{v:.0f}" for v in third_ge[:3]) + " GPa")
print("Rough Ge C144,C155,C456: " + ", ".join(f"{v:.0f}" for v in third_ge[3:]) + " GPa")
for name, n in NORMALS.items():
    small = -1e-4
    assert abs(finite_strain_film(n, small, third_ge)/small - film[name][1]) < 1e-3
    geometric = finite_strain_film(n, misfit, (0.,)*6)
    nonlinear = finite_strain_film(n, misfit, third_ge)
    print(f"({name}) e_perp, geometric nonlinearity only: {100*geometric:.2f} %")
    print(f"({name}) e_perp, with third-order constants: {100*nonlinear:.2f} %")

# Rough expansion coefficients and growth temperature rise.
alpha_si, alpha_ge, rise = 3e-6, 6e-6, 500.
hot_misfit = a_si*(1+alpha_si*rise)/(a_ge*(1+alpha_ge*rise))-1
print(f"Expansion Si, Ge: {alpha_si*1e6:.0f}, {alpha_ge*1e6:.0f} 1e-6/K; rise {rise:.0f} K")
print(f"Change of misfit at growth temperature: {100*(hot_misfit-misfit):.3f} %")

# Work released when misfit is relieved along one in-plane direction.
modulus001 = film["001"][0]
plane001 = I3 - np.outer(N001, N001)
step = 1e-4
energies = []
for change in (step, -step):
    inplane = misfit*plane001 + change*np.diag([1., 0., 0.])
    strain, stress, _ = relaxed_film(c_ge, N001, inplane)
    energies.append(0.5*np.sum(strain*stress))
assert np.isclose((energies[0]-energies[1])/(2*step), modulus001*misfit)

# Rough isotropic line-tension estimate for a 60 degree dislocation, (001) film.
shear_avg = (c11-c12+3*c44)/5
bulk = (c11+2*c12)/3
nu_avg = (3*bulk-2*shear_avg)/(2*(3*bulk+shear_avg))
burgers = a_ge/np.sqrt(2)
useful_burgers = burgers/2


def force_balance(h):
    tension = (shear_avg*burgers**2*(1-nu_avg/4)/(4*np.pi*(1-nu_avg))
               * (np.log(h/burgers)+1))
    return modulus001*abs(misfit)*h*useful_burgers - tension


critical = brentq(force_balance, burgers, 100*burgers)
layer = a_ge*(1+film["001"][1]*misfit)/4
area_energy = modulus001*misfit**2*critical  # GPa nm = J/m2
substrate_nm = 0.5e6
substrate_strain = 4*abs(misfit)*critical/substrate_nm
print(f"Average shear modulus, Poisson ratio: {shear_avg:.1f} GPa, {nu_avg:.3f}")
print(f"Burgers length, useful component: {burgers:.3f}, {useful_burgers:.3f} nm")
print(f"(001) rough critical thickness: {critical:.1f} nm = {critical/layer:.0f} atomic layers")
print(f"(001) elastic energy per area at that thickness: {area_energy:.2f} J/m2")
print(f"Substrate thickness: {substrate_nm/1e6:.1f} mm")
print(f"Substrate surface strain, equal moduli assumed: {substrate_strain:.1e} (no unit)")
print("tests ok")
```

Running it gives:

```
Input lattice parameters Si, Ge: 0.543, 0.566 nm
Input Ge C11, C12, C44: 130, 48, 67 GPa
B = C11+2*C12: 226 GPa
Anisotropy 2*C44/(C11-C12): 1.634 (no unit)
In-plane film strain: -4.064 %
(001) biaxial modulus: 142.6 GPa
(001) e_perp/e: -0.7385 (no unit)
(001) out-of-plane strain: 3.001 %
(001) in-plane stress: -5.79 GPa
(001) free and strained d004: 0.1415, 0.1457 nm
(001) spacing excess over Si: 7.36 %
(001) elastic energy: 33.3 meV/atom
(111) biaxial modulus: 183.9 GPa
(111) e_perp/e: -0.3725 (no unit)
(111) out-of-plane strain: 1.514 %
(111) in-plane stress: -7.47 GPa
(111) free and strained d111: 0.3268, 0.3317 nm
(111) spacing excess over Si: 5.81 %
(111) elastic energy: 43.0 meV/atom
Modulus ratio M111/M001: 1.290 (no unit)
Misfit range from input rounding: -4.24 to -3.89 %
(001) e_perp range from rounding: 2.79 to 3.22 %
(111) e_perp range from rounding: 1.37 to 1.67 %
(110) stress/e along [001], [1-10]: 156.5, 194.1 GPa
(112) magnitude of tensor shear/e: 0.1823 (no unit)
Rough Ge C111,C112,C123: -700, -400, -20 GPa
Rough Ge C144,C155,C456: -20, -300, -50 GPa
(001) e_perp, geometric nonlinearity only: 2.90 %
(001) e_perp, with third-order constants: 2.92 %
(111) e_perp, geometric nonlinearity only: 1.47 %
(111) e_perp, with third-order constants: 1.65 %
Expansion Si, Ge: 3, 6 1e-6/K; rise 500 K
Change of misfit at growth temperature: -0.143 %
Average shear modulus, Poisson ratio: 56.6 GPa, 0.200
Burgers length, useful component: 0.400, 0.200 nm
(001) rough critical thickness: 1.9 nm = 13 atomic layers
(001) elastic energy per area at that thickness: 0.44 J/m2
Substrate thickness: 0.5 mm
Substrate surface strain, equal moduli assumed: 6.1e-07 (no unit)
tests ok
```
